Finding the area of a copper line from its resistance slope

**Question**

I am stuck on an exercise about a narrow copper line on a chip. The line is 100 µm long. Its resistance has been measured at several temperatures, and near 300 K it rises by 10 ohm per kelvin. I am also told that the resistivity of the copper rises by 6.8 × 10⁻¹¹ ohm metre per kelvin. I have to find the area of the cross-section.

The sheet gives these made-up readings:

290 K: 5782.4 ohm
300 K: 5882.4 ohm
310 K: 5982.4 ohm

It also gives a made-up round value, 2.0 × 10⁻⁸ ohm metre at 300 K, for the part of the resistivity caused by thermal vibrations, and says that there is "an unknown residual part" as well. I took R = ρL/A, put in 2.0 × 10⁻⁸ ohm metre and the resistance at 300 K, and found

A = (2.0 × 10⁻⁸ × 1.00 × 10⁻⁴) / 5882.4 = 3.40 × 10⁻¹⁶ m², which is 340 nm².

This makes no use of the slopes, so I suspect it is not what is wanted. But I don't see how a slope can give me an area when I don't know the resistivity itself. Why should the slope be better than the resistance? And what would spoil the method on a real line, whose width is not perfectly even and which has a metal liner around the copper?

**Answer**

Your formula is right, but the resistivity you put into it is incomplete. The slope helps because the part you don't know does not change with temperature, and so drops out when you differentiate.

**The area from the two slopes**

Take a straight line of length L and uniform cross-section A, carrying a current I spread evenly over the section. The current density is I/A and the electric field along the line is V/L, where V is the voltage between the ends. Ohm's law for the material says that the field equals the resistivity ρ times the current density:

V/L = ρ I/A

Multiply by L and divide by I:

R = V/I = ρL/A

Now let the temperature T change. Assume for the moment that L and A stay fixed, so that ρ is the one quantity on the right that varies. Writing a prime for the derivative with respect to T,

R′ = ρ′ L/A

Multiply by A and divide by R′:

A = L ρ′/R′

The resistivity itself does not appear, just its rate of change. The units work out: metre times (ohm metre per kelvin), divided by (ohm per kelvin), leaves square metre.

Your readings give the resistance slope directly:

R′ = (5982.4 − 5782.4) ohm / (310 − 290) K = 10.0 ohm/K

The area is then

A = (1.00 × 10⁻⁴ m × 6.8 × 10⁻¹¹ ohm m/K) / (10 ohm/K)
A = 6.8 × 10⁻¹⁶ m²

One nanometre is 10⁻⁹ m, so one square nanometre is 10⁻¹⁸ m², and

A = 680 nm²

A square of this area has a side of √680 nm ≈ 26 nm. A rectangle 20 nm wide and 34 nm high has the same area. The method cannot tell these shapes apart: it gives the product of width and height, and you need one of them from elsewhere to find the other.

**Why your first attempt gave half of this**

Electrons in the metal are scattered by thermal vibrations, and also by impurities, grain boundaries and the surfaces of the line. A simple description, called Matthiessen's rule, adds the two kinds of scattering as separate resistivities and takes the second as independent of temperature:

ρ(T) = ρ_th(T) + ρ_res

Here ρ_th is the thermal part and ρ_res the residual part. The resistance contains both:

R = (ρ_th + ρ_res) L/A

You used the thermal part alone, so your area was

A_wrong = L ρ_th/R

Insert the expression for R. Dividing by it turns L/A upside down, and L cancels:

A_wrong = A ρ_th/(ρ_th + ρ_res)

The result is too small whenever there is any residual resistivity. It becomes correct in the limit ρ_res → 0, and it tends to zero when the residual part dominates. The slope behaves differently. Since ρ_res is constant, its derivative is zero, and

ρ′ = ρ_th′

whatever the size of ρ_res.

With the area known, you can go back and find the part you were missing. The total resistivity at 300 K is

ρ = RA/L = (5882.4 × 6.8 × 10⁻¹⁶) / (1.00 × 10⁻⁴) = 4.0 × 10⁻⁸ ohm m

Subtracting the thermal part leaves

ρ_res = 4.0 × 10⁻⁸ − 2.0 × 10⁻⁸ = 2.0 × 10⁻⁸ ohm m

In this example the two parts are equal, so A_wrong is half of A, which is your 340 nm². The slope supplies the area, and the resistance then supplies the resistivity.

A constant resistance R_c in series, such as that of the contacts, also drops out of the slope:

d(R + R_c)/dT = R′

It does not drop out of the resistance. If R_c is present and you ignore it, the area is still right, but the resistivity calculated afterwards is too high by R_c A/L. Separate voltage contacts on the line avoid this. If the contact resistance itself changes with temperature, its slope adds to R′ and the area is no longer right either.

**How far you can trust the resistivity slope**

The area is proportional to ρ′. If the true value were 5 percent larger than the one you were given, the area would be 5 percent larger too:

A = 1.05 × 680 nm² = 714 nm²

More generally, take the logarithm of A = Lρ′/R′ and then small changes of each quantity:

ln A = ln L + ln ρ′ − ln R′
ΔA/A ≈ ΔL/L + Δρ′/ρ′ − ΔR′/R′

A relative error in L or ρ′ passes into A with the same sign, and one in R′ with the opposite sign. More temperature readings improve R′, but they do nothing for an error in ρ′.

Your exercise gives ρ′ for the copper in question, so there is nothing more to decide. If it were taken from a thick piece of copper instead, the constancy of ρ_res would be an assumption about your line. It deserves some suspicion here. How much a surface hinders the electrons depends on how far they travel between other collisions, and that distance changes with temperature. Suppose, then, that the residual part has a slope ρ_res′ of its own. The true area is

A = L(ρ_th′ + ρ_res′)/R′

whereas using the thick-copper slope gives Lρ_th′/R′. If ρ_res′ is positive, the thick-copper slope makes the area too small, by the fraction ρ_res′/(ρ_th′ + ρ_res′) of the true area; if it is negative, the area comes out too large. Either sign can occur. In simple mean-free-path models of copper, fully diffuse scattering at the walls of a 20 nm by 34 nm line lowers the total slope by 3 to 4 percent, while scattering at the boundaries of grains 20 to 34 nm across raises it by about 2 to 4 percent. Readings of a single line near 300 K, such as yours, cannot reveal this, because a smaller area and a larger resistivity slope have the same effect on R′. One way out is to measure R′ on a similar line whose area is known from a microscope image, and to use ρ′ = R′A/L from that line.

**If the width is uneven**

Let the cross-section A(x) vary along the line, slowly enough that the current still runs nearly parallel to the line and fills each section evenly. Let the copper have the same ρ everywhere. A slice of thickness dx then has resistance ρ dx/A(x), and the slices are in series, so their resistances add:

R = ρ ∫ dx/A(x), with x from 0 to L

The integral does not depend on temperature, so

R′ = ρ′ ∫ dx/A(x)

Put this into Lρ′/R′. The factor ρ′ cancels, and what the method returns is

A_eff = L / ∫ dx/A(x)

This is the harmonic mean of the area. It gives extra weight to the narrow places, since each unit of length there contributes more resistance. It cannot exceed the ordinary mean. To see this, write the length as L = ∫ √A · (1/√A) dx and use the Cauchy–Schwarz inequality:

L² ≤ ∫ A dx · ∫ dx/A

Divide by L ∫ dx/A. The left side becomes A_eff, and the right side becomes (1/L) ∫ A dx, the ordinary mean.

For a definite case, let the area follow a wave with a whole number of periods along the line:

A(x) = A₀ (1 + a cos kx), with 0 ≤ a < 1

The ordinary mean is A₀. For the harmonic mean we need the average of 1/(1 + a cos θ) over one period, with θ = kx. Substitute t = tan(θ/2), which runs from −∞ to ∞ as θ runs from −π to π. Then

cos θ = (1 − t²)/(1 + t²) and dθ = 2 dt/(1 + t²)

The denominator becomes

1 + a cos θ = [(1 + a) + (1 − a)t²]/(1 + t²)

The factors 1 + t² cancel in the integral:

∫ dθ/(1 + a cos θ) = ∫ 2 dt/[(1 + a) + (1 − a)t²]

For positive p and q, the integral of 1/(p + qt²) over all t is π/√(pq). With p = 1 + a and q = 1 − a this gives

∫ dθ/(1 + a cos θ) = 2π/√(1 − a²)

Dividing by the period 2π gives the average, 1/√(1 − a²). Hence

∫ dx/A(x) = L/[A₀ √(1 − a²)]

A_eff = A₀ √(1 − a²)

Take a mean area of 680 nm² and a variation of 20 percent either way, so a = 0.20:

A_eff = 680 × √(1 − 0.04) = 666 nm²

The change is about 2 percent, much less than the 20 percent variation, because for small a the square root is about 1 − a²/2. Wide and narrow places cancel to first order. As a approaches 1, the line pinches off at its narrowest places and A_eff goes to zero, although the mean area is still A₀. The formula applies only while the period of the wave is long compared with the width. For a line 20 nm wide whose width varies symmetrically by 20 percent, the two-dimensional current flow gives 666 nm² for periods of 200 nm or more, but about 660 nm² at 50 nm and 647 nm² at 25 nm.

For your measured slope of 10 ohm/K, the 680 nm² is the effective area. If the line really had this 20 percent wave, its mean area would be larger, 680/√0.96 ≈ 694 nm².

**If the line expands as it warms**

I assumed fixed dimensions above. Suppose instead that the line is free to expand equally in all directions, with linear expansion coefficient α. Let t now be the temperature change from 300 K, and let L and A be the values at t = 0. The length becomes L(1 + αt). Width and height each grow by the same factor, so the area becomes A(1 + αt)². One factor cancels in the resistance:

R(t) = ρ(t) L(1 + αt)/[A(1 + αt)²] = (L/A) ρ(t)/(1 + αt)

Differentiate the quotient:

R′(t) = (L/A) [ρ′/(1 + αt) − αρ/(1 + αt)²]

At t = 0 this is

R′ = (L/A)(ρ′ − αρ)

and therefore

A = L(ρ′ − αρ)/R′

The minus sign has a simple origin. Expansion lengthens the line, which raises the resistance, but it enlarges the area twice as fast, which lowers it. The net effect is a small fall that offsets part of the rise in resistivity.

To see the size, take a round value α = 2.0 × 10⁻⁵ per kelvin and the total resistivity 4.0 × 10⁻⁸ ohm m:

αρ = 8.0 × 10⁻¹³ ohm m/K
ρ′ − αρ = 6.8 × 10⁻¹¹ − 0.08 × 10⁻¹¹ = 6.72 × 10⁻¹¹ ohm m/K
A = (1.00 × 10⁻⁴ × 6.72 × 10⁻¹¹)/10 = 6.72 × 10⁻¹⁶ m² = 672 nm²

The correction is about 1.2 percent of the uncorrected area. Here the total resistivity matters again, residual part included, but inside a small term, where a rough value is enough.

Don't apply this correction automatically. A line on a chip is held by the material around it, so its length and its cross-section need not expand in the same proportion as in a free line. The resulting strain can also change the resistivity. The formula above is the geometric correction for a free line. For a held line the correction can be quite different. Copper that is kept from lengthening but is free at the sides swells more sideways: each transverse dimension grows at the rate (1 + ν)α, where ν is Poisson's ratio, so αρ is replaced by 2(1 + ν)αρ. With ν about 0.34 this is about 2.7 times the free-line term. If the line were held rigidly in all directions, the geometric term would vanish, but the total correction would not. The copper could no longer expand in volume, and this lowers its resistivity slope below that of free copper. If the thermal resistivity changes about three times as fast as the volume, in relative terms, the slope falls by 3 × 3αρ_th, roughly 5 percent with the numbers here, which is more than the free-line correction. In elastic surroundings the geometric term depends on their stiffness and on their own expansion. A simple model of a copper rod in oxide gives about twice the free-line term, and a soft material that expands more than copper gives slightly more than the free-sided value.

**If the liner carries current**

The liner is a second conductor beside the copper. Let its resistance R_l be constant, and let R be the resistance of the copper alone. Both have the same voltage across them, so their conductances add:

1/R_tot = 1/R + 1/R_l

R_tot = R R_l/(R + R_l)

Differentiate with the quotient rule, keeping R_l fixed:

R_tot′ = [R′R_l(R + R_l) − R R_l R′]/(R + R_l)²

In the numerator the two terms with R R_l R′ cancel, leaving R′R_l². Dividing top and bottom by R_l² gives

R_tot′ = R′/(1 + R/R_l)²

So a constant resistance in parallel does not drop out as one in series does. When the copper warms, some of its current moves over to the liner, and the total resistance rises less than that of the copper. Since the slope stands in the denominator of the area formula, the apparent area is too large:

A_app = Lρ′/R_tot′ = A (1 + R/R_l)²

Suppose that the copper has an area of 680 nm² and that the liner has 50 times its resistance. Then

(1 + 1/50)² = 1.0404
R_tot′ = 10/1.0404 = 9.61 ohm/K
A_app = 680 × 1.0404 = 707 nm²

The liner carries about 2 percent of the current, yet the area is wrong by 4 percent. The square is responsible: for small R/R_l, the factor is about 1 + 2R/R_l. In the limit of a very resistive liner, R_l → ∞, the error vanishes. The resistance of a real liner may itself change with temperature. If it rises, the total slope is larger than found here and the apparent area is smaller; if it falls, the reverse holds.

If you know R_l and it does not change with temperature, you can correct for it using the measured total resistance. From the sum of conductances,

1/R = 1/R_tot − 1/R_l = (R_l − R_tot)/(R_tot R_l)

so that R/R_l = R_tot/(R_l − R_tot). Adding 1 gives

1 + R/R_l = R_l/(R_l − R_tot)

and the area of the copper is

A = A_app (1 − R_tot/R_l)²

For this correction R_tot must be the resistance of the line itself, without contacts.

**If the measuring current heats the line**

The temperature in all these formulas is that of the copper, while a thermometer on the stage under the chip reads the stage temperature T_s. A current I delivers the power I²R, and the line becomes warmer than the stage. Let Θ be the temperature rise per unit power, taken as constant:

T = T_s + Θ I² R

You measure the slope against the stage temperature, S = dR/dT_s, at fixed current. By the chain rule,

S = R′ dT/dT_s = R′(1 + Θ I² S)

Collect the terms with S and divide:

S (1 − Θ I² R′) = R′

S = R′/(1 − Θ I² R′)

This holds while Θ I² R′ is less than 1. The measured slope is then too large and the area too small, because a warmer line has a higher resistance, takes more power at fixed current and warms further. The error is proportional to I² at small current. To remove it, turn the formula over:

1/S = 1/R′ − Θ I²

As long as R′ and Θ stay constant over the range of heating, this is a straight line in I². So repeat the measurement at a few currents, plot 1/S against I², and extend the line to I² = 0. The value there is 1/R′.

None of these corrections is asked for in your exercise. With the slopes as given, a uniform line of fixed dimensions, no current in the liner and negligible heating by the measuring current, the area is 680 nm².
